# Heat Conduction Sorted by Phonon Free Path in a Debye Solid: a program that tests the result

```python
"""
Result under test: in a Debye solid with scattering rate A*omega^2 and
classical heat capacity, the fraction of heat conductivity carried by phonons
with free path <= cut is 1 - sqrt(shortest/cut), for cut >= shortest, where
shortest = v/(A*omega_D^2) is the free path at the Debye frequency omega_D.

Also tested: the finite-temperature form, other powers of frequency in the
rate, the gray free path, and an added isotropic scattering length.

Units: hbar = k_B = 1, energies in eV, lengths in angstrom.
v means hbar*v (eV angstrom), A is in 1/eV, and the conductivity kappa
means hbar*kappa/k_B (eV/angstrom). Temperature is an energy.
The reference side is a sum over wave vectors in three dimensions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

omega_D = 0.05
v = 0.04
A = 0.1
T_classical = 50 * omega_D
T_warm = 0.1
T_cool = 0.025

# Derived formulas
shortest = v / (A * omega_D**2)
kappa_formula = omega_D / (2 * np.pi**2 * v * A)


def accumulation(cut):
    return max(0.0, 1 - np.sqrt(shortest / cut))


def heat_integral(x):
    """Integral of t^2 e^t/(e^t-1)^2 from 0 to x."""
    def weight(t):
        return (0.5 * t / np.sinh(0.5 * t))**2 if t > 0 else 1.0
    return quad(weight, 0, x, epsabs=1e-12, epsrel=1e-12)[0]


def accumulation_at(cut, T):
    x_D = omega_D / T
    s = np.sqrt(shortest / cut)
    return 1 - heat_integral(s * x_D) / heat_integral(x_D)


def accumulation_expanded(cut, T):
    s = np.sqrt(shortest / cut)
    return 1 - s - s * (1 - s**2) * (omega_D / T)**2 / 36


def reduced_by_length(L):
    r = np.sqrt(shortest / L)
    return 1 - r * np.arctan(1 / r)


# Wave vectors: midpoints of cubes in one octant of the Debye sphere
n_side = 160
k_D = omega_D / v
step = k_D / n_side
axis = (np.arange(n_side) + 0.5) * step
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
k = np.sqrt(kx**2 + ky**2 + kz**2)
inside = k < k_D
k, kx = k[inside], kx[inside]
omega = v * k
v_x = v * kx / k
# three branches, eight octants
mode_weight = 3 * 8 * step**3 / (2 * np.pi)**3


def mode_heat_capacity(T):
    """Numerical temperature derivative of the Bose energy of each mode."""
    d = 1e-4 * T
    upper = omega / np.expm1(omega / (T + d))
    lower = omega / np.expm1(omega / (T - d))
    return (upper - lower) / (2 * d)


def summed(capacity, rate, cut=np.inf):
    """Conductivity from modes whose own free path does not exceed cut."""
    chosen = v / rate <= cut
    return mode_weight * np.sum((capacity * v_x**2 / rate)[chosen])


rate = A * omega**2
c_classical = mode_heat_capacity(T_classical)
c_cool = mode_heat_capacity(T_cool)
kappa_sum = summed(c_classical, rate)
kappa_cool_sum = summed(c_cool, rate)

# The 1/k^2 integrand at the origin gives a grid error of order step/k_D,
# below one percent here; it sets this tolerance.
tol = 0.006
assert abs(kappa_sum / kappa_formula - 1) < tol

ratios = [1.5, 2, 4, 10, 100]
sum_classical, sum_cool = [], []
for ratio in ratios:
    cut = ratio * shortest
    a = summed(c_classical, rate, cut) / kappa_sum
    b = summed(c_cool, rate, cut) / kappa_cool_sum
    assert abs(a - accumulation(cut)) < tol
    assert abs(b - accumulation_at(cut, T_cool)) < tol
    assert b < a
    sum_classical.append(a)
    sum_cool.append(b)
assert summed(c_classical, rate, 0.9 * shortest) == 0
assert accumulation(0.9 * shortest) == 0

# Free paths that reach one half and nine tenths of the heat
path_half = shortest / (1 - 0.5)**2
path_ninety = shortest / (1 - 0.9)**2
for path, part in ((path_half, 0.5), (path_ninety, 0.9)):
    found = summed(c_classical, rate, path) / kappa_sum
    assert abs(found - part) < tol

# Gray free path from kappa = C v path / 3
capacity_sum = mode_weight * np.sum(c_classical)
gray_sum = 3 * kappa_sum / (capacity_sum * v)
gray = 3 * shortest
assert abs(gray_sum / gray - 1) < tol

# Rate linear in frequency, same rate at the Debye frequency: exponent 2
rate_linear = A * omega_D * omega
linear_sum = (summed(c_classical, rate_linear, 2 * shortest)
              / summed(c_classical, rate_linear))
power = 1
linear_formula = 1 - 0.5**((3 - power) / power)
assert abs(linear_sum - linear_formula) < tol

# Finite temperature: total conductivity and high-temperature expansion
factor_cool = heat_integral(omega_D / T_cool) / (omega_D / T_cool)
factor_warm = heat_integral(omega_D / T_warm) / (omega_D / T_warm)
assert abs(kappa_cool_sum / (kappa_formula * factor_cool) - 1) < tol
for ratio in ratios:
    cut = ratio * shortest
    gap = accumulation_at(cut, T_warm) - accumulation_expanded(cut, T_warm)
    # neglected terms are of fourth order in omega_D/T
    assert abs(gap) < 2e-5

# Extra isotropic scattering of length L
L = 10 * shortest
length_sum = summed(c_classical, rate + v / L) / kappa_sum
assert abs(length_sum - reduced_by_length(L)) < tol
assert length_sum < accumulation(L)

# Conversion to SI, once from eV and angstrom, once through atomic units
kappa_SI = const.k * kappa_formula * const.e / const.angstrom / const.hbar
hartree = const.value("Hartree energy")
bohr = const.value("Bohr radius")
omega_au = omega_D * const.e / hartree
v_au = v * const.e * const.angstrom / (hartree * bohr)
A_au = A * hartree / const.e
kappa_au = omega_au / (2 * np.pi**2 * v_au * A_au)
kappa_SI_au = const.k * kappa_au * hartree / (const.hbar * bohr)
assert abs(kappa_SI_au / kappa_SI - 1) < 1e-8

print(f"Debye energy omega_D: {omega_D:.3f} eV")
print(f"hbar*v: {v:.3f} eV angstrom")
print(f"rate coefficient A: {A:.2f} 1/eV")
print(f"Debye wave number: {k_D:.3f} 1/angstrom")
print(f"rate at omega_D: {A * omega_D**2:.2e} eV")
print(f"shortest free path: {shortest:.1f} angstrom")
print(f"hbar*kappa/k_B, formula: {kappa_formula:.4f} eV/angstrom")
print(f"hbar*kappa/k_B, mode sum: {kappa_sum:.4f} eV/angstrom")
print(f"kappa, formula: {kappa_SI:.1f} W/(m K)")
print(f"free path for half the heat: {path_half:.1f} angstrom")
print(f"free path for 90 percent: {path_ninety:.1f} angstrom")
print(f"gray free path, formula: {gray:.1f} angstrom")
print(f"gray free path, mode sum: {gray_sum:.1f} angstrom")
print(f"accumulation at gray path: {accumulation(gray):.4f}")
print(f"k_B T of classical mode sum: {T_classical:.2f} eV")
print("Classical accumulation (no unit):")
for ratio, a in zip(ratios, sum_classical):
    cut = ratio * shortest
    print(f" cut {cut:.0f} angstrom: formula {accumulation(cut):.4f},"
          f" mode sum {a:.4f}")
print(f"Accumulation at k_B T = {T_cool:.3f} eV (no unit):")
for ratio, b in zip(ratios, sum_cool):
    cut = ratio * shortest
    print(f" cut {cut:.0f} angstrom: integral"
          f" {accumulation_at(cut, T_cool):.4f}, mode sum {b:.4f}")
print(f"Accumulation at k_B T = {T_warm:.3f} eV (no unit):")
for ratio in ratios:
    cut = ratio * shortest
    print(f" cut {cut:.0f} angstrom: integral"
          f" {accumulation_at(cut, T_warm):.5f}, expansion"
          f" {accumulation_expanded(cut, T_warm):.5f}")
print(f"kappa factor at k_B T = {T_cool:.3f} eV: {factor_cool:.4f}")
print(f"kappa factor at k_B T = {T_warm:.3f} eV: {factor_warm:.4f}")
print(f"Rate linear in frequency, cut {2 * shortest:.0f} angstrom:"
      f" formula {linear_formula:.4f}, mode sum {linear_sum:.4f}")
print(f"Extra scattering length L: {L:.0f} angstrom")
print(f"kappa(L)/kappa, formula: {reduced_by_length(L):.4f}")
print(f"kappa(L)/kappa, mode sum: {length_sum:.4f}")
print(f"accumulation at cut = L: {accumulation(L):.4f}")
print("no test failed")
```

Output:

```
Debye energy omega_D: 0.050 eV
hbar*v: 0.040 eV angstrom
rate coefficient A: 0.10 1/eV
Debye wave number: 1.250 1/angstrom
rate at omega_D: 2.50e-04 eV
shortest free path: 160.0 angstrom
hbar*kappa/k_B, formula: 0.6333 eV/angstrom
hbar*kappa/k_B, mode sum: 0.6315 eV/angstrom
kappa, formula: 132.8 W/(m K)
free path for half the heat: 640.0 angstrom
free path for 90 percent: 16000.0 angstrom
gray free path, formula: 480.0 angstrom
gray free path, mode sum: 478.7 angstrom
accumulation at gray path: 0.4226
k_B T of classical mode sum: 2.50 eV
Classical accumulation (no unit):
 cut 240 angstrom: formula 0.1835, mode sum 0.1841
 cut 320 angstrom: formula 0.2929, mode sum 0.2937
 cut 640 angstrom: formula 0.5000, mode sum 0.5014
 cut 1600 angstrom: formula 0.6838, mode sum 0.6857
 cut 16000 angstrom: formula 0.9000, mode sum 0.9023
Accumulation at k_B T = 0.025 eV (no unit):
 cut 240 angstrom: integral 0.1558, mode sum 0.1563
 cut 320 angstrom: integral 0.2562, mode sum 0.2570
 cut 640 angstrom: integral 0.4599, mode sum 0.4614
 cut 1600 angstrom: integral 0.6528, mode sum 0.6549
 cut 16000 angstrom: integral 0.8891, mode sum 0.8916
Accumulation at k_B T = 0.100 eV (no unit):
 cut 240 angstrom: integral 0.18162, expansion 0.18161
 cut 320 angstrom: integral 0.29045, expansion 0.29044
 cut 640 angstrom: integral 0.49740, expansion 0.49740
 cut 1600 angstrom: integral 0.68180, expansion 0.68180
 cut 16000 angstrom: integral 0.89931, expansion 0.89931
kappa factor at k_B T = 0.025 eV: 0.9009
kappa factor at k_B T = 0.100 eV: 0.9931
Rate linear in frequency, cut 320 angstrom: formula 0.7500, mode sum 0.7500
Extra scattering length L: 1600 angstrom
kappa(L)/kappa, formula: 0.6001
kappa(L)/kappa, mode sum: 0.6018
accumulation at cut = L: 0.6838
no test failed
```
